# Seaton's threshold relation and what a pseudopotential must conserve modulo integers

## Definitions and conventions

The algebra is in atomic units. One electron moves in the central potential

$$V(r)=-\frac zr+U(r),\qquad z>0,\qquad U(r)=0\ \text{ for } r\ge r_c ,$$

where $U$ is local, energy independent and at most as singular as $1/r$ at the origin. The reduced radial function $u$ obeys $-\tfrac12u''+[V+l(l+1)/2r^2]u=Eu$ and is regular, $u\propto r^{l+1}$ at $r\to0$.

*Bound levels.* Let $n=l+1+(\text{number of radial nodes})$. The quantum defect $\mu_n$ is defined by

$$E_n=-\frac{z^2}{2\nu_n^2},\qquad \nu_n=n-\mu_n .$$

*Scattering.* For $E=k^2/2>0$ let $F$ be the regular Coulomb function and $G$ its partner,

$$F\sim\sin\theta,\quad G\sim\cos\theta,\quad \theta=kr+\frac zk\ln 2kr-\frac{l\pi}2+\sigma_l ,$$

with $\sigma_l=\arg\Gamma(l+1-iz/k)$. Outside the core $u\propto F\cos\delta_l+G\sin\delta_l$, so $\delta_l$ is the phase added by $U$ to the Coulomb wave.

*Scaling.* Put $\rho=zr$ and $\epsilon=2E/z^2=-1/\nu^2$. Outside the core

$$u_{\rho\rho}+\Big[\epsilon+\frac2\rho-\frac{l(l+1)}{\rho^2}\Big]u=0. \tag{1}$$

Below threshold $\nu>0$. Above it $\nu=iy$ with $y=z/k$. Below threshold we work at $\nu>l$, which covers every sufficiently high level.

**Theorem (Seaton).** Under these assumptions $\delta_l(0^+)=\pi\mu_l(0^-)$ modulo $\pi$, where $\mu_l(0^-)=\lim_{n\to\infty}\mu_n$. If $\delta_l$ is followed continuously from zero while $U$ is switched on, the equality holds without the modulo.

## Lemma 1: the decaying solution near threshold

Replace $l$ in (1) by a non-integer $\lambda$. Let $y_\lambda=\rho^{\lambda+1}\sum_j a_j\rho^j$ with $a_0=2^{\lambda+1}/\Gamma(2\lambda+2)$. Since $(\lambda+1+j)(\lambda+j)-\lambda(\lambda+1)=j(j+2\lambda+1)$, equation (1) gives

$$j(j+2\lambda+1)a_j=-2a_{j-1}-\epsilon a_{j-2}.$$

Each $a_j$ is a polynomial in $\epsilon$ and the series converges for all $\rho$, so $y_\lambda$ is entire in $\epsilon$. A second solution is $y_{-\lambda-1}$. Write $f=y_l$ and

$$A=\prod_{s=1}^{l}(1+s^2\epsilon).$$

**Lemma 1.** The solution that decays at infinity is proportional to

$$A f\cos\pi\nu+g_\nu\sin\pi\nu,\qquad g_\nu=h+\mathcal G_\nu f, \tag{2}$$

where $h$ is entire in $\epsilon$ and $\mathcal G_\nu=\frac{A}{2\pi}[\psi(\nu+l+1)+\psi(\nu-l)-2\ln\nu]$, with $\psi=\Gamma'/\Gamma$.

*Proof.* With $x=2\rho/\nu$, define the two solutions

$$M_+=x^{\lambda+1}e^{-x/2}{}_1F_1(\lambda+1-\nu;2\lambda+2;x),$$
$$M_-=x^{-\lambda}e^{-x/2}{}_1F_1(-\lambda-\nu;-2\lambda;x).$$

Comparing leading powers, $M_+=\nu^{-\lambda-1}\Gamma(2\lambda+2)y_\lambda$ and $M_-=\nu^{\lambda}\Gamma(-2\lambda)y_{-\lambda-1}$. The late coefficients of ${}_1F_1(a;b;x)$ behave as $[\Gamma(b)/\Gamma(a)]\,j^{a-b}/j!$, and the sum is dominated by $j\approx x$, so ${}_1F_1\sim[\Gamma(b)/\Gamma(a)]e^xx^{a-b}$. Both $M_\pm$ therefore grow as $e^{x/2}x^{-\nu}$, with coefficients $\Gamma(2\lambda+2)/\Gamma(\lambda+1-\nu)$ and $\Gamma(-2\lambda)/\Gamma(-\lambda-\nu)$. In

$$W=\frac{\Gamma(-2\lambda-1)}{\Gamma(-\lambda-\nu)}M_++\frac{\Gamma(2\lambda+1)}{\Gamma(\lambda+1-\nu)}M_-$$

the growth cancels, because $\Gamma(s)\Gamma(1-s)=\pi/\sin\pi s$ gives

$$\Gamma(-2\lambda-1)\Gamma(2\lambda+2)=\frac{\pi}{\sin2\pi\lambda}=-\Gamma(2\lambda+1)\Gamma(-2\lambda).$$

Thus $W$ decays. The same reflection formula gives $1/\Gamma(-\lambda-\nu)=-\Gamma(\nu+\lambda+1)\sin\pi(\nu+\lambda)/\pi$ and $1/\Gamma(\lambda+1-\nu)=\Gamma(\nu-\lambda)\sin\pi(\nu-\lambda)/\pi$. Inserting these,

$$W=-\frac{\nu^\lambda\Gamma(\nu-\lambda)}{\sin2\pi\lambda}\big[A_\lambda\sin\pi(\nu+\lambda)\,y_\lambda+\sin\pi(\nu-\lambda)\,y_{-\lambda-1}\big],$$

with $A_\lambda=\Gamma(\nu+\lambda+1)/[\nu^{2\lambda+1}\Gamma(\nu-\lambda)]$. At $\lambda=l$ the Gamma ratio is $\nu\prod_{s=1}^l(\nu^2-s^2)$, so $A_l=A$. Now use $\sin\pi(\nu+\lambda)=\sin\pi(\nu-\lambda)\cos2\pi\lambda+\cos\pi(\nu-\lambda)\sin2\pi\lambda$:

$$W=-\nu^\lambda\Gamma(\nu-\lambda)\Big[A_\lambda y_\lambda\cos\pi(\nu-\lambda)+\sin\pi(\nu-\lambda)\frac{A_\lambda y_\lambda\cos2\pi\lambda+y_{-\lambda-1}}{\sin2\pi\lambda}\Big].$$

The last fraction has a finite limit at $\lambda=l$. In $M_-/\Gamma(-2\lambda)$ the terms with $j\le2l$ then vanish, and the first survivor has the coefficient $\prod_{s=-l}^{l}(s-\nu)/(2l+1)!=-\nu^{2l+1}A/(2l+1)!$. Hence $y_{-l-1}=-Af$ and the numerator vanishes. Differentiating numerator and denominator,

$$g_\nu=\frac1{2\pi}\partial_\lambda\big(A_\lambda y_\lambda+y_{-\lambda-1}\big)_{\lambda=l}.$$

The derivatives of $y_\lambda$ and $y_{-\lambda-1}$ form $h=\frac1{2\pi}(A\,\partial_\lambda y_\lambda+\partial_\lambda y_{-\lambda-1})$, entire in $\epsilon$. The derivative of $\ln A_\lambda$ gives $\mathcal G_\nu$. Both trigonometric factors acquire the common sign $(-1)^l$, which leaves (2). The limit still decays: the solution normalized to $e^{-x/2}x^\nu$ at infinity depends continuously on $\lambda$, and $W$ is a multiple of it with a finite limit. $\square$

*Behaviour of $\mathcal G_\nu$.* From $\psi(\nu+1)=\psi(\nu)+1/\nu$ applied repeatedly,

$$\psi(\nu+l+1)+\psi(\nu-l)=2\psi(\nu)+\frac1\nu-\sum_{s=1}^l\frac{2s}{\nu^2-s^2}.$$

The large-$\nu$ expansion $\psi(\nu)\sim\ln\nu-1/(2\nu)-1/(12\nu^2)+\dots$ continues in even powers, so $\mathcal G_\nu$ has an asymptotic series in $1/\nu^2=-\epsilon$, beginning with $\frac{\epsilon}{2\pi}[\frac16+l(l+1)]$. It vanishes at threshold.

Above threshold let $\mathcal G=\mathrm{Re}\,\mathcal G_\nu$; below, $\mathcal G=\mathcal G_\nu$. Both have the same series in $\epsilon$. Set $g=h+\mathcal Gf$, a real function that passes smoothly through $E=0$.

## The quantum defect as a function of energy

Outside the core the regular solution can be written, up to a factor, as

$$u\propto A f\cos\pi\mu-g\sin\pi\mu, \tag{3}$$

which defines $\mu(E)$ modulo 1 on both sides of threshold. The values $u(r_c)$ and $u'(r_c)$ are smooth in $E$ for fixed normalization at the origin, and so are $f$ and $g$. Hence $\mu(E)$ is smooth there.

A bound state requires (3) to be proportional to (2). Equating the ratios of coefficients gives

$$\cos\pi\mu\sin\pi\nu+\sin\pi\mu\cos\pi\nu=\sin\pi(\nu+\mu)=0 .$$

So $\nu_n+\mu(E_n)$ is an integer, and the measured defects $\mu_n$ are samples of the smooth function $\mu(E)$ modulo 1.

## Lemma 2: the Coulomb waves above threshold

**Lemma 2.** With $Q=1-e^{-2\pi z/k}$ there is a real $c<0$ such that

$$G=c\,g,\qquad F=-c\,\frac AQ f .$$

*Proof.* First, (2) at $\nu=iy$ is the outgoing wave. Consider

$$e^{-x/2}x^{l+1}\int_0^\infty e^{-xt}t^{a-1}(1+t)^{b-a-1}dt,\quad a=l+1-iy,\ b=2l+2 .$$

The integral $w$ satisfies $xw''+(b-x)w'-aw=0$, because inserting it gives the integral of $-\frac{d}{dt}[e^{-xt}t^a(1+t)^{b-a}]$, which vanishes at both ends. The product is then a solution of (1) in the variable $x$. For $x>0$ it decays, so it is a multiple of the solution in Lemma 1. Rotate $x$ to $-2ik r$, and the path of $t$ to the positive imaginary axis so that $e^{-xt}$ still decays; the singular point $t=-1$ is not crossed. At large $r$ small $t$ dominates, the integral is $\Gamma(a)x^{-a}$, and the solution is proportional to $e^{-x/2}x^{iy}$, that is to $e^{i[kr+(z/k)\ln2kr]}$. This is $G+iF$ up to a constant:

$$G+iF=c\,[\,g_\nu+A\cot(i\pi y)f\,],\qquad \cot(i\pi y)=-i\coth\pi y .$$

Next we need $\mathrm{Im}\,\mathcal G_\nu$. The reflection formula $\psi(1-s)=\psi(s)+\pi\cot\pi s$ at $s=\nu-l$ reads $\psi(l+1-\nu)=\psi(\nu-l)+\pi\cot\pi\nu$. For $\nu=iy$ the left side is the complex conjugate of $\psi(l+1+\nu)$. Therefore

$$\psi(\nu+l+1)+\psi(\nu-l)=2\,\mathrm{Re}\,\psi(\nu+l+1)+i\pi\coth\pi y .$$

Since $2\ln\nu=2\ln y+i\pi$, we get $\mathrm{Im}\,\mathcal G_\nu=\frac A2(\coth\pi y-1)$, and

$$G+iF=c\Big[g-i\frac A2(\coth\pi y+1)f\Big]=c\Big[g-i\frac AQ f\Big],$$

because $(\coth\pi y+1)/2=1/(1-e^{-2\pi y})$. The function $F$ is regular, hence a multiple of $f$. An imaginary part of $c$ would add $g$ to $F$, so $c$ is real. Near the origin $f$ is positive. So is $F$: at fixed $k$ its leading coefficient never vanishes, varies continuously with $z$, and is positive at $z=0$, where $F=kr\,j_l(kr)$. Hence $c<0$. $\square$

## Proof of the theorem

By Lemma 2, outside the core

$$F\cos\delta+G\sin\delta=-c\Big[\frac AQ f\cos\delta-g\sin\delta\Big].$$

Comparison with (3) gives, for every $k>0$,

$$\tan\pi\mu=\big(1-e^{-2\pi z/k}\big)\tan\delta . \tag{4}$$

As $k\to0^+$ the exponential vanishes, and $\delta(0^+)=\pi\mu(0)$ modulo $\pi$. It vanishes faster than any power of $k$, so the slopes agree as well: $d\delta/dE=\pi\,d\mu/dE$ at threshold.

For the integer, replace $U$ by $tU$, $0\le t\le1$. At $t=0$, $u\propto f$ and we choose $\mu=\delta=0$. The two coefficients of $Af$ and $-g$ never vanish together, so the angle $\pi\mu(E;t)$ can be followed continuously. For sufficiently high $n$ the level $E_n(t)$ stays in the region $\nu>l$, moves continuously and keeps its node number. Then $\nu_n(t)+\mu(E_n(t);t)$ is a continuous integer equal to $n$ at $t=0$, hence equal to $n$ at $t=1$: $\mu_n=\mu(E_n)$. Above threshold $Q>0$, so the vectors $(\cos\delta,Q\sin\delta)$ and $(\cos\pi\mu,\sin\pi\mu)$ point the same way, and the angles $\delta$ and $\pi\mu$ stay in the same quadrant throughout. Their limits therefore coincide with no integer left over. $\square$

**Remark (physical meaning).** Close to the core a weakly bound electron and a slow free electron have nearly the same wavefunction, since both have kinetic energy set by the deep potential there. The core shifts its oscillation by one angle. Below threshold the condition of decay turns this angle into a displacement of the levels; above threshold it appears as a phase.

**Remark (a long-range case).** The cutoff of $U$ is sufficient, not necessary. Take $U=b/r^2$ at all $r$, and define $\lambda>-\frac12$ by $\lambda(\lambda+1)=l(l+1)+2b$, with $b$ such that $\lambda$ is real. The levels have $\nu=n-l+\lambda$, so $\mu=l-\lambda$. The phase is $\delta=(l-\lambda)\pi/2+\sigma_\lambda-\sigma_l$. Stirling's formula gives $\sigma_\lambda-\sigma_l\to-(\lambda-l)\pi/2$ as $k\to0$, hence $\delta(0^+)=\pi(l-\lambda)=\pi\mu$. A tail that changes the coefficient of $1/r$ is different: the added phase then grows as $\ln r$ and $\delta$ is undefined. For $z=0$ there is no Rydberg series to define $\mu$.

## What a pseudopotential must conserve

Let $V_{ps}=-z/r+U_{ps}$ with the same $z$ and $r_c$.

**Proposition 1.** The regular solutions of $V$ and $V_{ps}$ agree outside $r_c$ at energy $E$, up to a factor, if and only if

$$\mu_l^{ps}(E)=\mu_l(E)-N_l,\qquad N_l\ \text{an integer}. \tag{5}$$

At threshold this means $\delta_l^{ps}=\delta_l-\pi N_l$, and $N_l$ is the number of nodes removed from the core region.

*Proof.* Changing $\mu$ by an integer multiplies (3) by $\pm1$; any other change alters the ratio of $f$ to $g$. For the nodes, let $\tan\varphi=u/u'$ at $r_c$ with $E=0$, where $A=1$. As a potential is switched on, nodes enter or leave the core region through $r_c$, when $\varphi$ crosses a multiple of $\pi$. They cannot arise in pairs inside, since zeros of $u$ are simple. With $u=f\cos\pi\mu-g\sin\pi\mu$ and $v=-f\sin\pi\mu-g\cos\pi\mu$ we have $\partial u/\partial\mu=\pi v$ and

$$vu'-uv'=fg'-f'g>0. \tag{6}$$

So $\varphi$ increases with $\mu$, by $\pi$ for each unit of $\mu$, and each unit brings in one node. $\square$

The pseudopotential must thus conserve, for each $l$ it is to describe, the fractional part of the quantum defect, equivalently the threshold phase modulo $\pi$. The integer part need not be kept; it can be lowered by at most the number of nodes the threshold solution has inside $r_c$. The amount $N_l$ by which it is lowered counts the states dropped from the bottom of the series, since $\nu=n-\mu_l=n^{ps}-\mu_l^{ps}$ gives $n^{ps}=n-N_l$. Condition (5) at $E=0$ secures the limiting defect of the Rydberg series, modulo 1; finite binding energies also need the slope of $\mu$, which has no modulo.

**Proposition 2.** Let potentials $a$ and $b$ satisfy (5) at $E=0$, and normalize their threshold solutions outside the core to $u=f\cos\pi\mu-g\sin\pi\mu$. Then

$$\int_0^{r_c}(u_a^2-u_b^2)\,dr=z\Big(\frac{d\mu_a}{dE}-\frac{d\mu_b}{dE}\Big)_{E=0}. \tag{7}$$

*Proof.* Near threshold normalize $u$ outside to the right side of (3). Let a dot denote $\partial/\partial E$. Differentiating the radial equation, multiplying by $u$ and subtracting $\dot u$ times the original equation gives $u^2=\frac12(\dot uu''-u\dot u'')$. Integration yields $\int_0^{r_c}u^2dr=\frac12(\dot uu'-u\dot u')_{r_c}$; the lower limit vanishes by regularity. Outside, $\dot u$ consists of the energy dependence of $Af$ and $g$, which is common to $a$ and $b$, and of $\pi\dot\mu v$. (A common sign change of $u$ and $\dot u$ has no effect.) The difference is $\frac\pi2(\dot\mu_a-\dot\mu_b)(vu'-uv')$.

By (6) we need the Wronskian of $f$ and $g$. At $\epsilon=0$ the recursion is that of a Bessel function, $y_\lambda=\sqrt{2\rho}\,J_{2\lambda+1}(X)$ with $X=\sqrt{8\rho}$, and the derivative defining $h$ gives $g=\sqrt{2\rho}\,Y_{2l+1}(X)$. Since $JY'-J'Y=2/(\pi X)$ and $dX/d\rho=4/X$,

$$fg_\rho-f_\rho g=2\rho\,\frac{2}{\pi X}\,\frac4X=\frac2\pi .$$

The derivative with respect to $r$ brings a factor $z$, and $\frac\pi2\cdot\frac{2z}\pi=z$. $\square$

Equal core norm at threshold is therefore the same condition as equal slope. If the slopes differ by $\Delta\mu'=\dot\mu_{ps}-\dot\mu$, then to leading order $\Delta\mu=\Delta\mu'E$. With $dE/d\mu=-z^2/\nu^3$ and $z^2/\nu^2=-2E$ the level error is

$$E^{ps}-E\simeq-\frac{z^2}{\nu^3}\Delta\mu'E=\frac{2E^2\Delta\mu'}{\nu}=\frac{z^4\Delta\mu'}{2\nu^5}. \tag{8}$$

With equal slopes the next term, $\Delta\mu\propto E^2$, gives an error falling as $\nu^{-7}$.

## A model with two core $s$ states

Take round parameters: $z=1$, $r_c=1$ Å and $U=-(10/r)(1-r/r_c)^4$ in atomic units inside $r_c$. Levels were obtained by diagonalization, phase shifts by matching to outgoing Coulomb waves between 0.20 and 2.18 eV. Each set was extrapolated to threshold by its own polynomial. The numerical output gives, for $l=0,1,2$, defects of 1.310182, 0.845965 and 0.001034 from the levels, and the same six decimals for $\delta/\pi$. The integer of the $s$ wave is included, because the phase was followed from $U=0$.

The finite-energy relation (4) is visible at 54.423 eV, where $Q=0.956786$. For $l=0$, $0.956786\times0.595192=0.569471$, which is the value of $\tan\pi\mu$ found by matching to $f$ and $g$.

Three $s$-wave pseudopotentials have $U_{ps}=(1-x^2)^3(c_0+c_1x^2)$, $x=r/r_c$. P1 and P2 have $c_1=0$, with $c_0=-73.9560$ eV and $305.7346$ eV (these digits are needed: rounding $c_0$ to 0.1 eV moves the P1 defect in the fourth decimal). Their defects are 0.310182 and $-0.689818$: the full value less one and less two. The full solution has two nodes in the core, P1 has one and P2 none. One is attractive and the other repulsive, yet both have the correct fraction. P2N also drops two states and has the core norm of the full potential; this is achieved with $c_0=-62.5399$ eV and $c_1=1001.9508$ eV.

Equation (7) can be checked by hand, with 1 hartree·bohr = 14.3996 eV Å. For the full potential and P1 the norms differ by $0.112936-0.129324=-0.016388$ Å. The slopes differ by $-0.003341+0.002203=-0.001138$ per eV, and $14.3996\times(-0.001138)=-0.01639$ Å.

For the level $n=10$ at $-0.180202$ eV, $\nu=8.689$, and (8) gives for P1

$$\frac{2(0.180202)^2(0.001138)}{8.689}=8.51\times10^{-6}\ \text{eV},$$

against $8.49\times10^{-6}$ eV from diagonalization. Between $n=6$ and $n=10$ the P1 error falls by a factor 21.8; the ratio of $\nu$ is 1.854, and $1.854^5=21.9$.

| level | P1 error (eV) | P2 error (eV) | P2N error (eV) |
|---|---|---|---|
| $n=3$ | $3.0\times10^{-2}$ | $-4.2\times10^{-2}$ | $-8.2\times10^{-3}$ |
| $n=10$ | $8.5\times10^{-6}$ | $-1.1\times10^{-5}$ | $-9\times10^{-8}$ |

Errors are relative to the full model, not to a real atom. Conserving the norm reduces the P2 error about fivefold at $n=3$ and about 120-fold at $n=10$, as expected when the term linear in $E$ is removed and higher terms remain. The P2N error falls roughly 75-fold from $n=6$ to $n=10$, consistent with $1.854^7=75$; the $n=10$ value from diagonalization is so small that only its first digit is significant, so this ratio is fixed only to a few per cent.

**Remark (limits of the model).** The core here is a fixed local potential. A real core can be polarized or excited, which adds long-range terms and couples channels; a single $\mu_l(E)$ is then not enough in general. If $U_{ps}$ depends on energy, (5) can still be imposed, but differentiating the radial equation then gives $(1-\partial U_{ps}/\partial E)\,u^2=\frac12(\dot uu''-u\dot u'')$. In (7) the pseudo norm is replaced by $\int_0^{r_c}(1-\partial U_{ps}/\partial E)\,u^2dr$, so equal norm implies equal slope only if $\int_0^{r_c}(\partial U_{ps}/\partial E)\,u^2dr=0$.

## Table of computed values

```
core radius = 1.0000 angstrom
extra core charge at origin = 10.0 e, outer charge 1 e
hartree*bohr = 14.3996 eV angstrom
phase-shift energies: 0.1959 to 2.1769 eV
l=0, E=54.423 eV: tan(delta)=0.595192, tan(pi mu)=0.569471, factor=0.956786
l=0: mu_n for n=3,4,6,12 = 1.326594, 1.316522, 1.312254, 1.310580
l=0: threshold mu from levels = 1.310182, delta/pi from scattering = 1.310182
l=0: mu from matching at E=0 = 1.310182, dmu/dE = -0.003341 per eV
l=1, E=54.423 eV: tan(delta)=-1.509544, tan(pi mu)=-1.444310, factor=0.956786
l=1: mu_n for n=3,4,6,12 = 0.869291, 0.856150, 0.849662, 0.846744
l=1: threshold mu from levels = 0.845965, delta/pi from scattering = 0.845965
l=1: mu from matching at E=0 = 0.845965, dmu/dE = -0.007099 per eV
l=2, E=54.423 eV: tan(delta)=0.191360, tan(pi mu)=0.183090, factor=0.956786
l=2: mu_n for n=3,4,6,12 = 0.000516, 0.000732, 0.000896, 0.000999
l=2: threshold mu from levels = 0.001034, delta/pi from scattering = 0.001034
l=2: mu from matching at E=0 = 0.001034, dmu/dE = 0.000372 per eV
P1 drops one state, P2 two, P2N two with equal core norm
P1: c0 = -73.9560 eV
P2: c0 = 305.7346 eV
P2N: c0 = -62.5399 eV, c1 = 1001.9508 eV
full: core norm = 0.112936 angstrom, nodes in core = 2
full s levels n=1,2: -1129.3837, -52.7781 eV
full s levels n=3,4,6,10: -4.858675, -1.889403, -0.619145, -0.180202 eV
P1: mu = 0.310182, states removed = 1, nodes in core = 1
P1: core norm = 0.129324 angstrom, dmu/dE = -0.002203 per eV
P1: level errors n=3,4,6,10 = 3.044e-02, 2.966e-03, 1.849e-04, 8.489e-06 eV
P1: error at n=10 from slope formula = 8.506e-06 eV
P2: mu = -0.689818, states removed = 2, nodes in core = 0
P2: core norm = 0.091642 angstrom, dmu/dE = -0.004820 per eV
P2: level errors n=3,4,6,10 = -4.174e-02, -3.919e-03, -2.413e-04, -1.104e-05 eV
P2: error at n=10 from slope formula = -1.105e-05 eV
P2N: mu = -0.689818, states removed = 2, nodes in core = 0
P2N: core norm = 0.112936 angstrom, dmu/dE = -0.003341 per eV
P2N: level errors n=3,4,6,10 = -8.228e-03, -3.317e-04, -6.973e-06, -9.098e-08 eV
```
